# Equivalent Threshold of Parallel Channel Strips with Gaussian Threshold Spread, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The mean current and its equivalent threshold

### The situation

A transistor with a metal gate can consist of many narrow channels that share one source, one drain and one gate contact. The fins of a multi-fin transistor are an example. The gate metal is made of small crystal grains, and grains of different orientation have different work functions. Each channel lies under its own set of grains, so each has its own threshold voltage.

When the transistor is off, a small current still flows. A channel whose threshold is somewhat low leaks much more than the average one, while a channel whose threshold is equally high leaks less. The two deviations do not cancel, because the current depends exponentially on the threshold. The whole device therefore leaks more than it would if every channel had the mean threshold. A circuit model that represents the device by identical channels needs one number: the common threshold that reproduces the total leakage.

The channels are called strips below. The algebra is in atomic units, in which the elementary charge, the electron mass and $\hbar$ equal 1. A voltage and the corresponding electron energy then have the same symbol and value, and the thermal voltage is $v_T=k_BT$. Numerical values are in volts, millivolts and electronvolts.

### The current of one strip

Consider an n-channel strip $i$ at gate voltage $V_g$. Electrons pass from source to drain over a potential barrier. Below threshold, raising the gate voltage by $\delta V_g$ lowers this barrier by $\delta V_g/n$, where $n\ge 1$ is the ideality factor. It exceeds 1 when part of a change in gate voltage is dropped across the insulator between gate and channel surface, so that the surface potential follows the gate only partly. The electrons that cross belong to the thermal tail of the source distribution, so lowering the barrier by $\delta U$ multiplies the current by $e^{\delta U/v_T}$. Together these statements give

$$
I_i=I_0\,e^{(V_g-V_i)/a},\qquad a=n\,v_T .
$$

Here $V_i$ is the threshold of the strip, and $I_0$ is the current at which the exponential, extended upward, reaches $V_g=V_i$. This fixes the convention for the threshold. Another convention that moves all thresholds by the same constant changes none of the differences derived in this part.

The constant $a$ is the gate voltage interval over which the current changes by a factor $e$. The drain voltage enters through a factor common to all strips, which is contained in $I_0$.

Four assumptions have entered or are needed next.

- $I_0$, $n$ and $T$ are the same for all strips.
- No current passes sideways from one strip to another.
- $V_i$ describes the strip as a whole. If the work function varies along the strip, that variation has already been taken into account in $V_i$.
- The strips that carry most of the current are below threshold, so that the exponential law applies to them.

The first assumption can be relaxed a little at no cost. If $I_0$ varies from strip to strip independently of $V_i$, the average of the product is the product of the averages. $I_0$ is then replaced by its mean, and the threshold result is unaffected.

### What is meant by an equivalent threshold

Let the thresholds be drawn from a Gaussian distribution with mean $\mu$ and standard deviation $s$. Write $V_i=\mu+v_i$, so that the deviation $v$ has the probability density

$$
p(v)=\frac{1}{\sqrt{2\pi}\,s}\,e^{-v^2/(2s^2)} .
$$

For $N$ parallel strips the total current is the sum of the $I_i$. When $N$ is large, the sum divided by $N$ approaches the average over $p(v)$, written $\langle I\rangle$. Part 2 treats the scatter at finite $N$.

The equivalent threshold $V_{\rm eff}$ is the threshold of one strip that carries this mean current at the same gate voltage:

$$
I(V_g,V_{\rm eff})=\langle I\rangle .
$$

The lowering is $D=\mu-V_{\rm eff}$. A positive $D$ means that the device behaves as though its threshold were below the mean.

### The average

Insert $V_i=\mu+v$ in the current law. The factor that does not contain $v$ comes out of the average:

$$
\langle I\rangle=I_0\,e^{(V_g-\mu)/a}\,\big\langle e^{-v/a}\big\rangle ,
$$

$$
\big\langle e^{-v/a}\big\rangle=\frac{1}{\sqrt{2\pi}\,s}\int_{-\infty}^{\infty}
\exp\!\left(-\frac{v^2}{2s^2}-\frac{v}{a}\right)dv .
$$

The exponent is quadratic in $v$ and can be written as a shifted square plus a constant. To find the shift, expand

$$
\frac{1}{2s^2}\left(v+\frac{s^2}{a}\right)^2
=\frac{v^2}{2s^2}+\frac{v}{a}+\frac{s^2}{2a^2}.
$$

The first two terms on the right are the negative of the exponent. Moving the third term to the other side gives

$$
-\frac{v^2}{2s^2}-\frac{v}{a}
=-\frac{1}{2s^2}\left(v+\frac{s^2}{a}\right)^2+\frac{s^2}{2a^2}.
$$

The constant comes out of the integral. What remains is a normalized Gaussian centred at $-s^2/a$, whose integral over all $v$ is 1. Therefore

$$
\big\langle e^{-v/a}\big\rangle=e^{s^2/(2a^2)}=e^{\sigma^2/2},\qquad \sigma=\frac{s}{a}.
$$

The dimensionless number $\sigma$ is the threshold spread measured in units of $a$. It is also the standard deviation of the logarithm of the strip current.

### The result

The defining equation of $V_{\rm eff}$ now reads

$$
I_0\,e^{(V_g-V_{\rm eff})/a}=I_0\,e^{(V_g-\mu)/a}\,e^{s^2/(2a^2)} .
$$

Divide by $I_0$, take the logarithm and multiply by $a$:

$$
V_g-V_{\rm eff}=V_g-\mu+\frac{s^2}{2a}.
$$

The gate voltage cancels, and with $a=nv_T$ the equivalent threshold is

$$
\boxed{\,V_{\rm eff}=\mu-\frac{s^2}{2\,n\,v_T}\,}
$$

The divisor is twice the product of ideality factor and thermal voltage. One factor $1/a$ has gone: the logarithm of the current ratio is $s^2/(2a^2)$, and converting a logarithm of current into a voltage multiplies it by $a$.

The sign follows from the curvature of the exponential. A deviation $-v$ multiplies the current by $e^{v/a}$ and a deviation $+v$ divides it by the same factor. The mean of the two factors is $\cosh(v/a)$, which exceeds 1 for $v\neq0$. Each symmetric pair thus leaks more than two average strips. For small $v/a$ the excess is $v^2/(2a^2)$, whose average is $s^2/(2a^2)$. The Gaussian calculation shows that for this distribution the logarithm of the mean keeps that form at any $\sigma$, as long as the current law stays exponential.

If the spread vanishes, so does the lowering. If $a$ is large compared with $s$, the current is nearly linear in the threshold over the range of the spread, and the lowering is small compared with $s$. It equals $s$ when $s=2a$.

For a p-channel device the voltages change sign. The current then grows as the gate voltage becomes more negative, and the magnitude of the threshold is reduced by the same amount.

A change of the gate work function moves the threshold of an n-channel strip by the same number of volts as the change in electronvolts, with the same sign. In the subthreshold current, the spread therefore acts like a uniform gate metal whose work function is lower than the mean by $s^2/(2a)$. The mean is that of the effective work functions of whole strips, which need not equal the area average over the grains.

### Slope and temperature

Because $D$ does not depend on $V_g$, the mean current has the same exponential slope as a single strip. The subthreshold swing is the gate voltage interval per decade of current. From $\ln 10=\delta V_g/a$ it is

$$
S=a\ln 10
$$

for one strip and for the ensemble. In this model a threshold spread moves the subthreshold curve sideways without tilting it. A measured swing therefore carries no information on $s$ while all the strips that matter are in the exponential regime.

With $s$ and $n$ held fixed, $D$ is proportional to $1/T$. Cooling makes $a$ smaller and the current a steeper function of threshold, so the same spread produces a larger shift. This holds while electrons cross the barrier thermally and the number of strips is much larger than $e^{\sigma^2}$. With fewer strips, the rare low thresholds that dominate the average are poorly sampled in a given device, and the typical lowering is smaller. For the fins in the example below, $e^{\sigma^2}$ is 2.2 at 300 K but about 1000 at 100 K. In a short transistor cooled far below room temperature, tunnelling through the barrier can take over, and the lowering then falls short of this law.

### Which strips carry the current

The shifted square also says where the current flows. The share of the current carried by strips with deviation between $v$ and $v+dv$ is

$$
w(v)\,dv=\frac{p(v)\,e^{-v/a}}{e^{s^2/(2a^2)}}\,dv
=\frac{1}{\sqrt{2\pi}\,s}\exp\!\left[-\frac{(v+s^2/a)^2}{2s^2}\right]dv .
$$

Weighted by current, the thresholds are again Gaussian with standard deviation $s$, but their centre lies at $\mu-s^2/a$. This is twice as far below the mean as $V_{\rm eff}$.

The factor of two can be read at the new centre. A strip there carries $e^{\sigma^2}$ times the current of an average strip, since its deviation is $-a\sigma^2$. Its probability density is smaller than that at the mean by $e^{-(s^2/a)^2/(2s^2)}=e^{-\sigma^2/2}$. The product is $e^{\sigma^2/2}$, the enhancement of the mean current. Half of the gain per strip, counted in the logarithm, is lost to rarity.

By symmetry of $w$ about its centre, half of the current flows in strips with $v<-s^2/a$. The fraction of strips that satisfy this is

$$
\int_{-\infty}^{-s^2/a}p(v)\,dv=\Phi(-\sigma),
$$

where $\Phi$ is the cumulative distribution function of a Gaussian with mean 0 and standard deviation 1. As $\sigma$ grows, a shrinking minority carries half of the leakage. This is the reason for the fourth assumption above: the current law must hold at $\mu-s^2/a$ and somewhat below it, as well as at $\mu$.

### Why the strips must be parallel

The sign of the shift depends on the geometry. Suppose instead that the threshold varies along one strip, with position $x$, and that the variation is slow enough for the local barrier to follow the local threshold:

$$
U(x)=U_0+\frac{V(x)-V_g}{n}.
$$

Let $F(x)$ be the quasi-Fermi energy, $m$ the mobility and $\rho_0$ a constant density. In the Boltzmann regime the electron density is $\rho_0e^{(F-U)/v_T}$. The electron flow is mobility times density times the downward slope of $F$:

$$
J=-m\rho_0\,e^{(F-U)/v_T}\frac{dF}{dx}
=-m\rho_0v_T\,e^{-U/v_T}\frac{d}{dx}e^{F/v_T}.
$$

In a steady state $J$ does not depend on $x$. Multiply by $e^{U/v_T}$ and integrate from source to drain:

$$
J\int e^{U(x)/v_T}dx=m\rho_0v_T\left(e^{F_S/v_T}-e^{F_D/v_T}\right).
$$

The right side is fixed by the contacts. Hence $J$ is inversely proportional to the average of $e^{V(x)/a}$ along the strip. For a strip that samples many Gaussian values this average is $e^{\mu/a+\sigma^2/2}$, by the same integral with the sign of $v$ reversed. The equivalent threshold is then $\mu+s^2/(2a)$, above the mean.

Parallel variation lowers the equivalent threshold because low barriers offer easy routes. Series variation raises it because high barriers cannot be avoided. In a wide planar channel with grains in both directions, current can also flow around high barriers, and neither formula applies without further analysis. Separate fins avoid this difficulty, provided that $V_i$ is the threshold of the complete fin.

### A multi-fin transistor

Take a silicon multi-fin transistor with a titanium nitride gate at 300 K. The parameters are rough typical values: $n=1.10$, $\mu=0.35$ V, $s=25$ mV, 100 fins and a gate length of 20 nm. The thermal voltage is 25.85 mV, so

$$
a=1.10\times25.85\ {\rm mV}=28.44\ {\rm mV},\qquad
\sigma=\frac{25.0}{28.44}=0.879 .
$$

The lowering of the equivalent threshold is

$$
D=\frac{(25.0\ {\rm mV})^2}{2\times28.44\ {\rm mV}}=11.0\ {\rm mV}.
$$

This corresponds to a gate work function lower by 0.011 eV. The current is multiplied by $e^{0.879^2/2}=1.47$, so such devices leak on average 47% more than 100 fins that all have the mean threshold.

The current-weighted thresholds are centred $2D=22$ mV below the mean. The fraction of fins below that point is $\Phi(-0.879)=19\%$, and these fins carry half of the leakage. The swing is $28.44\ {\rm mV}\times\ln10=65.5$ mV per decade.

These values use the pure exponential. Part 2 replaces it by a law that also describes the turn-on of a fin, and then sizes the other simplifications.

## Part 2. Limits of the formula and corrections for a real device

### Symbols and results carried over

Strip $i$ has threshold $V_i=\mu+v_i$, where $v$ is Gaussian with standard deviation $s$. The gate voltage is $V_g$, the ideality factor is $n$, the thermal voltage is $v_T$, and $a=nv_T$, $\sigma=s/a$. The equivalent threshold $V_{\rm eff}$ is that of one strip carrying the mean current, and $D=\mu-V_{\rm eff}$ is the lowering. For the exponential law $I\propto e^{(V_g-V_i)/a}$, Part 1 found

$$
D_0=\frac{s^2}{2a},\qquad \big\langle e^{-kv/a}\big\rangle=e^{k^2\sigma^2/2}.
$$

The second relation is the Gaussian average with $1/a$ replaced by $k/a$. Weighted by current, the thresholds are Gaussian with centre $\mu-s^2/a$ and standard deviation $s$. The example has $a=28.44$ mV, $\sigma=0.879$, $\mu=0.35$ V, 100 fins and $D_0=10.99$ mV. The second decimal is kept only for comparing corrections; the rough inputs do not justify it as a prediction.

### Turn-on of the low-threshold strips

The exponential law overestimates the current of a strip that approaches its threshold. A smooth law that joins the subthreshold exponential to a quadratic law above threshold is

$$
I=I_0\,L(u),\qquad L(u)=\ln^2\!\left(1+e^{u/2}\right),\qquad u=\frac{V_g-V_i}{a}.
$$

Set $x=e^{u/2}$. For small $x$, $\ln(1+x)=x-x^2/2+x^3/3-\dots$, and its square is

$$
L=x^2-x^3+\tfrac{11}{12}x^4-\dots=e^{u}-e^{3u/2}+\dots
$$

The Gaussian tail contains a few strips with $x>1$, where the series does not converge. The first two terms can still be averaged. The remainder $L-x^2+x^3$ divided by $x^4$ is continuous, tends to $11/12$ at small $x$ and to zero at large $x$, and is therefore bounded. The averaged error is at most a constant times $\langle x^4\rangle$, which is of higher order in $e^{u_0/2}$, where

$$
u_0=\frac{V_g-\mu}{a},\qquad u=u_0-\frac{v}{a}.
$$

The averages with $k=1$ and $k=3/2$ give

$$
\langle L\rangle\simeq e^{u_0+\sigma^2/2}-e^{3u_0/2+9\sigma^2/8}.
$$

Now find the single strip with the same current. Let its argument be $u_{\rm eff}=u_0+\sigma^2/2-\delta$, with small $\delta$. To first order

$$
L(u_{\rm eff})\simeq e^{u_0+\sigma^2/2}(1-\delta)-e^{3u_0/2+3\sigma^2/4}.
$$

Equate the two expressions. The leading terms cancel, and division by $e^{u_0+\sigma^2/2}$ leaves

$$
\delta=e^{u_0/2}\left(e^{5\sigma^2/8}-e^{\sigma^2/4}\right).
$$

Since $D=a(u_{\rm eff}-u_0)$, the lowering becomes

$$
D\simeq\frac{s^2}{2a}-a\,e^{u_0/2}\left(e^{5\sigma^2/8}-e^{\sigma^2/4}\right).
$$

The first exponential in the bracket comes from the turn-on of the actual strips, the second from that of the equivalent strip. The first is larger, so turn-on reduces the lowering.

To leading order, the relative current lost by the ensemble is $e^{u_0/2+5\sigma^2/8}$. The formula $D_0$ is therefore reliable when

$$
e^{u_0/2+5\sigma^2/8}\ll1,
\qquad\text{or}\qquad
\mu-V_g-\frac{5s^2}{4a}\gg2a .
$$

It is not sufficient that $V_g$ lies below $\mu$. The term $5s^2/(4a)$ expresses that the important strips have low thresholds.

For the example at $V_g=0$, $u_0=-350/28.44=-12.31$. With $\sigma^2=0.773$ the bracket is $1.621-1.213=0.408$, and the correction is

$$
28.44\ {\rm mV}\times0.00212\times0.408=0.025\ {\rm mV}.
$$

Numerical averaging of the smooth law, followed by its inversion, gives the same reduction. At $V_g=0.15$ V, 200 mV below the mean threshold, the formula gives 0.34 mV, and the numerical lowering is 10.66 mV, a reduction of 0.33 mV.

Turn-on also changes the swing slightly. From $\ln\langle L\rangle\simeq u_0+\sigma^2/2-e^{u_0/2+5\sigma^2/8}$, the slope with respect to $u_0$ is $1-\tfrac12e^{u_0/2+5\sigma^2/8}$. At $V_g=0$ this is $1-0.0017$, which raises the swing from 65.48 to 65.59 mV per decade, in agreement with the numerical value.

For parallel strips with Gaussian thresholds, the equivalent subthreshold threshold lies $s^2/(2a)$ below the mean, and the turn-on of low-threshold strips reduces this lowering only slightly when the device is well off. What remains is the behaviour near and above threshold, and the effects of a finite number of strips, non-Gaussian thresholds, a spread of the ideality factor, temperature and tunnelling.
